\section*{Choosing the time step in unguided diffusion Monte Carlo}

\section{A vibrating bond and a cloud of walkers}

The bond of a CO molecule is never at rest. Even in its vibrational ground state the bond length is spread over a few hundredths of an angstrom, and the stretch holds a zero-point energy. Diffusion Monte Carlo finds this energy with a cloud of walkers, each of which is one trial value of the bond length. In the unguided form a walker takes a random Gaussian step and is then copied or removed according to its potential energy. No trial wave function is needed.

The user must set the time step $\tau$, which fixes both the length of the random steps and the strength of the branching. The energy is read off as the plain mean of the potential over the walkers. Two questions follow: why does a mean \emph{potential} give the \emph{total} energy, and how far does a finite $\tau$ falsify it? For a harmonic bond both can be answered in closed form.

In atomic units ($\hbar=1$) let $\mu$ be the reduced mass, $k$ the force constant, $R_e$ the equilibrium length and $\omega=\sqrt{k/\mu}$. With $x=\sqrt{\mu\omega}\,(R-R_e)$ we have $d^2/dR^2=\mu\omega\,d^2/dx^2$ and $k(R-R_e)^2=\mu\omega^2x^2/(\mu\omega)=\omega x^2$. Hence
\begin{equation}
-\frac{1}{2\mu}\frac{d^2}{dR^2}+\frac{k}{2}(R-R_e)^2
=\omega\left[-\frac12\frac{d^2}{dx^2}+\frac{x^2}{2}\right].
\end{equation}
From here on $H$ is the bracket and $V=x^2/2$. Energies are in units of $\omega$, lengths in units of $a=1/\sqrt{\mu\omega}$, and $\tau$ in units of $1/\omega$. The harmonic model lets $x$ run over the whole line.

\section{What the two moves do}

Let $f(x,t)$ be the density of walkers, not normalized, in the limit of a very large population. The aim is to make it obey
\begin{equation}
\frac{\partial f}{\partial t}=\frac12\frac{\partial^2 f}{\partial x^2}-(V-E_T)f=-(H-E_T)f ,
\label{eq:im}
\end{equation}
where $E_T$ is an adjustable trial energy. Expanding in eigenstates, $H\phi_n=E_n\phi_n$, gives
\begin{equation}
f(x,t)=\sum_n c_n\,e^{-(E_n-E_T)t}\phi_n(x).
\end{equation}
Relative to the ground state, term $n$ dies out as $e^{-(E_n-E_0)t}$. The coefficient $c_0=\int\phi_0 f(x,0)\,dx$ is positive, because $\phi_0>0$ and $f\ge0$. The shape of the cloud therefore tends to $\phi_0$ itself, not to $\phi_0^2$. This requires a ground state without sign changes, since a density of walkers cannot be negative.

Each term of equation~(\ref{eq:im}) alone is easy to simulate.

\emph{Diffusion.} The Gaussian $G=(2\pi\tau)^{-1/2}e^{-z^2/2\tau}$ satisfies
\begin{equation}
\frac{\partial G}{\partial\tau}=\left(\frac{z^2}{2\tau^2}-\frac{1}{2\tau}\right)G=\frac12\frac{\partial^2G}{\partial z^2},
\end{equation}
so a random step $z$ of variance $\tau$ carries out the derivative term for a time $\tau$.

\emph{Branching.} The potential term alone multiplies $f$ by $w=e^{-\tau(V-E_T)}$. Replace each walker by $\lfloor w+u\rfloor$ copies, with $u$ uniform on $[0,1)$. If $w=n+r$ with integer $n$ and $0\le r<1$, this gives $n+1$ copies with probability $r$ and $n$ otherwise, so the mean is $n+r=w$.

Doing one move after the other is not the same as doing both together, because $V$ and $d^2/dx^2$ do not commute. This is the origin of the time-step error.

\section{Why the mean potential is the energy}

Integrate $H\phi_0=E_0\phi_0$ over all $x$:
\begin{equation}
-\frac12\Big[\phi_0'\Big]_{-\infty}^{\infty}+\int V\phi_0\,dx=E_0\int\phi_0\,dx .
\end{equation}
For a bound state in a smooth confining potential $\phi_0'$ vanishes at both ends, and
\begin{equation}
E_0=\frac{\int V\phi_0\,dx}{\int\phi_0\,dx}.
\label{eq:meanV}
\end{equation}
The right-hand side is the plain mean of $V$ over walkers distributed as $\phi_0$. Physically, diffusion moves walkers without changing their number, so only branching can make the population grow or shrink. Integrating equation~(\ref{eq:im}) gives $dN/dt=N(E_T-\langle V\rangle)$, and the population is steady when $E_T=\langle V\rangle$.

For the oscillator take $\phi_0=e^{-x^2/2}$. Then $\phi_0''=(x^2-1)\phi_0$, so $H\phi_0=-\frac12(x^2-1)\phi_0+\frac12x^2\phi_0=\frac12\phi_0$, and $E_0=1/2$. Read as a density, $\phi_0$ is a Gaussian of variance 1, so $\langle V\rangle=\frac12\langle x^2\rangle=\frac12$, as it should be.

The quantum-mechanical probability density is $\phi_0^2=e^{-x^2}$, with variance $1/2$. It gives a mean potential of $1/4$; the other $1/4$ is kinetic energy. The walker cloud is wider than the true distribution of bond lengths, and its potential is larger by just the missing kinetic part. Other averages over the walkers, such as $\langle x^2\rangle$, are thus not quantum expectation values.

\section{The error of a finite time step}

For the oscillator the effect of $\tau$ can be found without approximation, because a Gaussian cloud stays Gaussian. Let it have mean $m$ and variance $s$ at the start of a cycle. The random step is independent of the position, so variances add: the mean stays $m$ and the variance becomes $T=s+\tau$. Branching multiplies the density by $e^{-\tau x^2/2}$, up to a constant. The exponent is then
\begin{equation}
-\frac{(x-m)^2}{2T}-\frac{\tau x^2}{2}
=-\frac12\left[\left(\frac1T+\tau\right)x^2-\frac{2m}{T}x+\frac{m^2}{T}\right].
\end{equation}
The coefficient of $x^2$ in the bracket is the new inverse variance $1/s'$, and the linear term fixes the new mean through $m'/s'=m/T$:
\begin{equation}
s'=\frac{T}{1+\tau T},\qquad m'=\frac{m}{1+\tau T}.
\label{eq:map}
\end{equation}
In the steady state $m=0$ and $s'=s$, so $s\,[1+\tau(s+\tau)]=s+\tau$. Cancelling $s$ on both sides and dividing by $\tau$ leaves
\begin{equation}
s^2+\tau s-1=0,\qquad s=-\frac{\tau}{2}+\sqrt{1+\frac{\tau^2}{4}} .
\end{equation}
Just before branching the steady variance is
\begin{equation}
S=s+\tau=\frac{\tau}{2}+\sqrt{1+\frac{\tau^2}{4}} .
\end{equation}
The mean potential is half the variance. With $\sqrt{1+\tau^2/4}\approx1+\tau^2/8$,
\begin{align}
\langle V\rangle_{\rm after}&=\frac s2\approx\frac12-\frac\tau4+\frac{\tau^2}{16},\\
\langle V\rangle_{\rm before}&=\frac S2\approx\frac12+\frac\tau4+\frac{\tau^2}{16},\\
\frac{\langle V\rangle_{\rm after}+\langle V\rangle_{\rm before}}2&=\frac12\sqrt{1+\frac{\tau^2}{4}}\approx\frac12+\frac{\tau^2}{16}.
\end{align}
The value $1/2$ is thus the limit $\tau\to0$. At finite $\tau$ the answer depends on the moment of measurement: the random step has just widened the cloud, or branching has just trimmed it. The average of the two readings has no first-order error.

\subsection*{A third reading: the growth of the population}

In the steady state one cycle multiplies the number of walkers by
\begin{equation}
e^{\tau E_T}\int\frac{e^{-x^2/2S}}{\sqrt{2\pi S}}\,e^{-\tau x^2/2}\,dx=\frac{e^{\tau E_T}}{\sqrt{1+\tau S}} .
\end{equation}
Inserting $s=S-\tau$ into $s^2+\tau s-1=0$ gives $S^2-\tau S-1=0$, so $1+\tau S=S^2$ and the factor is $e^{\tau E_T}/S$. Writing it as $e^{\tau(E_T-E_g)}$ defines the growth energy $E_g=(\ln S)/\tau$. Since $\operatorname{arsinh}z=\ln(z+\sqrt{1+z^2})\approx z-z^3/6$,
\begin{equation}
E_g=\frac{\operatorname{arsinh}(\tau/2)}{\tau}\approx\frac12-\frac{\tau^2}{48}.
\end{equation}
To leading order its error is a third of that of the averaged potential, with the opposite sign. The trial energy multiplies all weights by the same factor, so it changes the number of walkers but not the shape of the cloud.

\subsection*{Other potentials}

The first-order error has a simple form for any smooth potential for which an expansion in $\tau$ is valid. Let $D$ denote the diffusion move. The steady density after branching obeys $e^{-\tau V}Df=\lambda f$. Put $f=e^{-\tau V/2}u$ and multiply by $e^{\tau V/2}$:
\begin{equation}
e^{-\tau V/2}D\,e^{-\tau V/2}u=\lambda u .
\end{equation}
With $D=e^{-\tau K}$ and $K=-\frac12d^2/dx^2$, the second-order terms of this symmetric product are $\frac{\tau^2}2(V^2+K^2+VK+KV)=\frac{\tau^2}{2}(K+V)^2$, the same as in $e^{-\tau H}$. The product departs from $e^{-\tau H}$ at order $\tau^3$, which is an error of order $\tau^2$ in the effective $H$, so $u=\phi_0+O(\tau^2)$. The density after branching is therefore $\phi_0(1-\tau V/2)$ to first order. The density before branching is $e^{\tau V}f$ up to a constant, that is $\phi_0(1+\tau V/2)$. Normalizing and averaging $V$ gives
\begin{equation}
\langle V\rangle_{\rm after,\,before}\approx E_0\mp\frac\tau2\left(\langle V^2\rangle-\langle V\rangle^2\right),
\label{eq:var}
\end{equation}
with the means on the right taken over $\phi_0$. For the oscillator the variance of $V$ is $(\langle x^4\rangle-\langle x^2\rangle^2)/4=(3-1)/4=\frac12$, which returns $\mp\tau/4$. The walkers themselves supply this variance, so a run can estimate its own first-order error.

\section{Warm-up and population control}

Near the steady state equation~(\ref{eq:map}) shrinks an error in the mean by $1/(1+\tau S)=S^{-2}$ per cycle. Since $ds'/ds=1/(1+\tau T)^2$, an error in the variance shrinks by $S^{-4}$. For small $\tau$, $S\approx e^{\tau/2}$, and the factors become $e^{-\tau}$ and $e^{-2\tau}$, in accord with the gaps $E_1-E_0=1$ and $E_2-E_0=2$. The warm-up is a matter of total time, not of the number of cycles: halving $\tau$ doubles the cycles to be discarded.

With a fixed $E_T$ the population grows or dies exponentially unless $E_T=E_g$, and even then a finite population wanders at random and a small one can die out. A workable rule resets it after each cycle to
\begin{equation}
E_T=\langle V\rangle+\ln\frac{N_{\rm target}}{N}.
\end{equation}
For small $\tau$, $d\ln N/dt=E_T-\langle V\rangle=-\ln(N/N_{\rm target})$, so a deviation from the target decays within a time of about $1/\omega$. At finite $\tau$ a steady population needs $E_T=E_g$, so it settles at $\ln(N/N_{\rm target})=\langle V\rangle-E_g$; with the reading after branching this is about $-\tau/4$, some 5\% below the target at $\tau=0.2$. This feedback ties $E_T$ to the random fluctuations of a finite cloud, which can bias the energy. The formulas above, made for an infinite population, leave that out; it must be checked by changing $N_{\rm target}$.

\section{The CO stretch in numbers}

Frozen-core CCSD(T)/cc-pVDZ energies at five bond lengths give $R_e=1.145$ \AA\ and $k=115.9$ eV/\AA$^2$. With the reduced mass 6.856 u the length unit is $a=0.04789$ \AA. Since $k=\mu\omega^2$ and $a^2=1/(\mu\omega)$, the energy unit is
\begin{equation}
\hbar\omega=ka^2=115.9\times(0.04789)^2=0.2658\ \mathrm{eV},
\end{equation}
and the harmonic zero-point energy is half of it, $E_0=0.1329$ eV.

For $\tau=0.1$ the random steps have width $\sqrt{0.1}\,a=0.0151$ \AA. The steady variances are $s=0.95125$ and $S=1.05125$, so the predicted readings are
\begin{align}
\langle V\rangle_{\rm after}&=\tfrac12\times0.95125\times0.2658=0.1264\ \mathrm{eV},\\
\langle V\rangle_{\rm before}&=\tfrac12\times1.05125\times0.2658=0.1397\ \mathrm{eV}.
\end{align}
Each is off by about 5\% of $E_0$, in opposite directions. Runs with a target of 4000 walkers, a warm-up of $10/\omega$ and a measured time of $600/\omega$ gave these energies in eV, with standard errors of 0.0001 to 0.0002:

\begin{center}
\begin{tabular}{ccccc}
$\tau$ & after & before & average & growth\\
\hline
0.20 & 0.1204 & 0.1470 & 0.1337 & 0.1327\\
0.10 & 0.1263 & 0.1396 & 0.1329 & 0.1328\\
0.05 & 0.1296 & 0.1363 & 0.1329 & 0.1329
\end{tabular}
\end{center}

The numerical check requires every entry to agree with its formula within five standard errors; the largest deviation is about 1.3. A population bias is therefore not resolved here. The average at $\tau=0.05$ is $0.1329\pm0.0001$ eV, or 0.00489 hartree.

From $\tau=0.2$ to $\tau=0.05$ the number of measured cycles rises from 3000 to 12\,000. If the cycles were independent and the scatter of a single cycle did not depend on $\tau$, this would halve the standard error. Instead, the error of the averaged potential stays near 0.0001 eV (0.00012 and 0.00013), and that of the growth energy goes only from 0.00017 to 0.00013 eV. For the averaged potential, successive cycles are correlated: a fluctuation of the cloud's variance decays by only about $S^{-4}\approx e^{-2\tau}$ per cycle, so it lasts a fixed time, not a fixed number of cycles. The growth energy carries the same slow fluctuation of the mean potential. On top of it comes a copy noise that is new in each cycle, adds a share of similar size to the standard error, and gets larger per cycle as $\tau$ falls. By the copy rule a walker's number of copies has variance $r(1-r)\approx\tau|V-E_T|$, so $\ln N$ changes at random by an amount of order $\sqrt{\tau/N}$ per cycle. Dividing by $\tau$ gives a scatter of order $1/\sqrt{\tau N}$, which doubles when $\tau$ is quartered and offsets the fourfold number of cycles. At fixed total time, the extra cycles of a small step here buy mainly a smaller bias.

This energy belongs to the harmonic model. The quartic curve through the same five points lowers $E_0$ by about 0.0004 eV. That is an estimate of size, since the cloud reaches beyond the fitted range of bond lengths. The basis set matters more. In cc-pVTZ the same method gives $R_e=1.136$ \AA, $k\approx117$ eV/\AA$^2$ and $\hbar\omega=0.2670$ eV, so the harmonic $E_0$ rises by about 0.0006 eV to 0.1335 eV. The digits above describe the cc-pVDZ model and are not converged values for CO. Rotation and the correlation missing from CCSD(T) are also left out.

\section{Guidance for the setting}

\begin{itemize}
\item \textbf{Find out when the potential is averaged.} To leading order, the errors relative to $E_0=\frac12$ are $\tau/2$ in size for a single reading, $\tau^2/8$ for the average of both and $\tau^2/24$ for the growth energy. A relative error of 0.001 thus needs $\tau=0.002$, $0.09$ or $0.15$, in units of $1/\omega$.
\item \textbf{If one reading is all that is reported, extrapolate.} In $2\langle V\rangle_{\tau/2}-\langle V\rangle_\tau$ the linear term cancels, and $2\tau^2/64-\tau^2/16=-\tau^2/32$ remains. The after-branching runs at 0.05 and 0.1 give $2\times0.1296-0.1263=0.1329$ eV. The price is a larger statistical error: about 0.0003 eV here.
\item \textbf{Scale the step to the stiffest motion, the warm-up to the softest.} For several independent harmonic modes, the highest $\omega$ limits $\tau$, while the lowest sets the time needed to forget the start.
\item \textbf{Stop when the bias is below the other errors.} For CO at $\tau=0.1$ the averaged reading is predicted to be 0.0002 eV too high, which is already less than the estimated anharmonic shift and the shift with the basis set.
\item \textbf{Do not carry the numbers over to electrons.} Near a nucleus $V\to-\infty$, the weight $e^{-\tau(V-E_T)}$ has no upper bound, and the expansion behind equation~(\ref{eq:var}) is not justified. A guiding function changes both the walker density and the quantity averaged, so its time-step error needs its own analysis. Without guiding, a smaller $\tau$ does not remove the singularity: for a nuclear charge $Z$ the mean weight contains $\int e^{\tau Z/r}r^2\,dr$, which diverges at $r\to0$ for every $\tau>0$. It only makes bursts of copies rarer. A weight above $W$ needs roughly $r<\tau Z/\ln W$, a volume of order $\tau^3$, so in a run of fixed total time, with a number of cycles of order $1/\tau$, the expected number of such events falls as $\tau^2$. Once a guiding function has removed the singularity, repeating the run at a smaller $\tau$ is again a useful check.
\end{itemize}

\section*{Computed results}
\begin{verbatim}
CO, frozen-core CCSD(T)/cc-pVDZ, harmonic stretch
bond lengths used: 1.095 to 1.195 angstrom, 5 points
equilibrium bond length: 1.1446 angstrom
force constant: 115.89 eV/angstrom^2
masses C, O, reduced: 12.0000, 15.9949, 6.8562 u
energy unit hbar*omega: 0.26582 eV
length unit 1/sqrt(mu*omega): 0.04789 angstrom
harmonic E0: 0.13291 eV = 0.0048843 hartree
mean V over phi0: 0.13291 eV
mean V over phi0^2: 0.06645 eV
E0 of quartic curve: 0.13255 eV
mean V over its phi0: 0.13255 eV
anharmonic shift of E0: -0.00036 eV
target walkers: 4000; blocks: 30
warm-up, measured time: 10, 600 /omega
tau = 0.2 /omega, cycles measured: 3000, step width 0.02142 angstrom
  V after branching: run 0.12042 +- 0.00011, formula 0.12028 eV
  V before branching: run 0.14700 +- 0.00014, formula 0.14686 eV
  average of the two: run 0.13371 +- 0.00012, formula 0.13357 eV
  growth energy: run 0.13270 +- 0.00017, formula 0.13269 eV
tau = 0.1 /omega, cycles measured: 6000, step width 0.01514 angstrom
  V after branching: run 0.12630 +- 0.00015, formula 0.12643 eV
  V before branching: run 0.13959 +- 0.00016, formula 0.13972 eV
  average of the two: run 0.13294 +- 0.00015, formula 0.13307 eV
  growth energy: run 0.13284 +- 0.00017, formula 0.13285 eV
tau = 0.05 /omega, cycles measured: 12000, step width 0.01071 angstrom
  V after branching: run 0.12962 +- 0.00012, formula 0.12963 eV
  V before branching: run 0.13626 +- 0.00013, formula 0.13627 eV
  average of the two: run 0.13294 +- 0.00013, formula 0.13295 eV
  growth energy: run 0.13286 +- 0.00013, formula 0.13289 eV
main result (average, tau = 0.05): 0.13294 +- 0.00013 eV = 0.0048856 hartree
same in units of hbar*omega: 0.50013 +- 0.00047
tau = 0.1: variances s, S = 0.95125, 1.05125 (length unit squared)
tau = 0.1: error factors per cycle, mean 0.90488, variance 0.81880
fixed E_T = 0.18607 eV, tau = 0.1 /omega, 50 cycles, 20000 walkers at start
  population ratio: run 2.670, law 2.721
  mean V at the end: 0.1266 eV
\end{verbatim}
